The Pauli Hamiltonian from Elimination and Renormalization of Dirac Components

**1. Definitions and conventions**

Hartree atomic units are used: the electron mass, the elementary charge and ħ are 1, and c = 137.035999. One electron moves in a static scalar potential energy V(r), with no magnetic field. The momentum operator is p = −i∇, the Pauli matrices are σ = (σ₁, σ₂, σ₃), and the spin is S = σ/2. The energy E is measured from the rest energy c².

The Dirac wavefunction has two parts, each with two spin components: φ, called the large component, and χ, the small one. They obey

Vφ + c σ·p χ = Eφ  (1)

c σ·p φ + (V − 2c²)χ = Eχ  (2)

We consider electron states, for which E stays finite as c grows. The aim is an equation for a single two-component function, correct through order 1/c². "Order" refers to a fixed state and a fixed potential with c → ∞.

The product rule for Pauli matrices, σᵢσⱼ = δᵢⱼ + i Σₖ εᵢⱼₖσₖ, gives for two vector operators a and b that commute with σ

(σ·a)(σ·b) = a·b + iσ·(a×b)  (3)

The order of a and b must be kept. For a = b = p the cross product vanishes, because the components of p commute, so (σ·p)² = p².

**2. The simple case: a free electron**

Set V = 0 and take a plane wave, so that p² is a number. Equation (2) gives

χ = c σ·p φ/(2c² + E)

Inserted in (1), this yields c²p²/(2c² + E) = E, or E² + 2c²E − c²p² = 0. The root that stays finite as c → ∞ is

E = c²[√(1 + p²/c²) − 1] = p²/2 − p⁴/(8c²) + O(c⁻⁴)

The same result follows by expanding before solving:

(p²/2)[1 − E/(2c²)] = E

In the small term E may be replaced by its leading value p²/2, and −Ep²/(4c²) becomes −p⁴/(8c²). This is the mass-velocity term: the kinetic energy grows more slowly with momentum than p²/2.

The elimination has left E on both sides of the equation. For a plane wave that is harmless. With a potential, E − V no longer commutes with p, and more care is needed.

**3. Switching on the potential**

Let V be bounded and smooth, with |E − V| much smaller than 2c². Equation (2) can still be solved without approximation:

χ = c(2c² + E − V)⁻¹ σ·p φ

Take 2c² out of the bracket and expand the inverse:

χ = (1/2c)[1 − (E − V)/(2c²) + …] σ·p φ  (4)

Substitute this into (1). The leading part gives c σ·p (1/2c) σ·p = p²/2. The next part carries the factor c · (1/2c) · (1/2c²) = 1/(4c²). Hence

[p²/2 + V − σ·p(E − V)σ·p/(4c²)]φ = Eφ + O(c⁻⁴)  (5)

The factor E − V stays between the two σ·p, since the left one differentiates V.

Limit test: if V is a constant V₀, then E − V₀ is a number, and (5) is the free-electron equation with E replaced by E − V₀, as it should be.

Equation (5) is not yet an ordinary Schrödinger equation. Its operator contains the eigenvalue, so states of different energy have different operators. Moreover, φ is not normalized to 1.

**4. What the large component lacks**

The normalized quantity is the whole Dirac function. By (4), χ = σ·p φ/(2c) to leading order, so

⟨χ|χ⟩ = ⟨σ·p φ|σ·p φ⟩/(4c²) = ⟨φ|p²|φ⟩/(4c²)

1 = ⟨φ|φ⟩ + ⟨χ|χ⟩ = ⟨φ|1 + p²/(4c²)|φ⟩ + O(c⁻⁴)

We want a function ψ with ⟨ψ|ψ⟩ = 1. A simple way is to share the operator 1 + p²/(4c²) equally between bra and ket by taking its square root. An additional unitary factor would also preserve norms and overlaps, but none is needed here. Since

[1 + p²/(8c²)]² = 1 + p²/(4c²) + p⁴/(64c⁴)

the choice

ψ = [1 + p²/(8c²)]φ  (6)

is normalized through order 1/c². It does the same for orthogonality. Two Dirac states a and b of different energy are orthogonal as whole functions, so

0 = ⟨φₐ|φ_b⟩ + ⟨χₐ|χ_b⟩ = ⟨φₐ|1 + p²/(4c²)|φ_b⟩ + O(c⁻⁴) = ⟨ψₐ|ψ_b⟩ + O(c⁻⁴)

The large components alone generally overlap at order 1/c². Symmetry can make them orthogonal, as it does for states of different l or j in a central field.

Numerical test: in the well V = −40 e^(−r) (hartree, r in bohr), the Dirac equation was solved without expansion in 1/c. For the 1s state, 1 − ⟨φ|φ⟩ is 1.4 × 10⁻⁴ in magnitude, and the corresponding defect of ψ is 2.7 × 10⁻⁸. The 1s–2s overlap is 1.1 × 10⁻⁴ for φ and 7.6 × 10⁻⁸ for ψ. When c is doubled, the φ values fall by a factor of 4.00 and the ψ values by 16.00, as errors of order c⁻² and c⁻⁴ must.

**5. Removing E from the operator**

Write R = 1 − p²/(8c²). To the order kept, (6) is inverted by φ = Rψ. Substitute this into (5) and multiply from the left by R as well, so that the operator remains Hermitian:

R[p²/2 + V − σ·p(E − V)σ·p/(4c²)]Rψ = E R²ψ

On the left, the two factors R act on p²/2 + V and produce, at order 1/c²,

−(1/8c²)[p²(p²/2 + V) + (p²/2 + V)p²] = −p⁴/(8c²) − (p²V + Vp²)/(8c²)

In the term that already carries 1/(4c²), R may be set to 1. Since E is a number, that term is

−Ep²/(4c²) + σ·p V σ·p/(4c²)

On the right, E R² = E − Ep²/(4c²). The term −Ep²/(4c²) stands on both sides and cancels. What remains is Hψ = Eψ with

H = p²/2 + V − p⁴/(8c²) + (1/8c²)[2σ·p V σ·p − p²V − Vp²]  (7)

This operator is Hermitian, free of E, and common to all the states considered.

Limit test: for constant V the square bracket is V₀(2p² − p² − p²) = 0, and the free-electron result plus V₀ remains.

A second check concerns the energy. Let φ₀ be a normalized Schrödinger state with energy E₀, so that p²φ₀ = 2(E₀ − V)φ₀. The expectation value of −p⁴/(8c²) is then

−⟨p²φ₀|2(E₀ − V)φ₀⟩/(8c²) = −E₀⟨p²⟩/(4c²) + ⟨p²φ₀|Vφ₀⟩/(4c²)

The last part cancels the expectation value of −(p²V + Vp²)/(8c²). The total first-order shift is therefore −⟨φ₀|σ·p(E₀ − V)σ·p|φ₀⟩/(4c²), which is also what (5) gives directly. Renormalization leaves the first-order energy unchanged. What it supplies is a single Hermitian operator with orthonormal states.

**6. The Darwin and spin-orbit terms**

Put A = σ·p. Because A² = p², the square bracket in (7) is

2AVA − A²V − VA² = −[A,[A,V]]

Let G = ∇V. The inner commutator is [A,V] = −iσ·G, so

[A,[A,V]] = −i[(σ·p)(σ·G) − (σ·G)(σ·p)]

By (3), the difference in the bracket is

p·G − G·p + iσ·(p×G − G×p)

The first part is p·G − G·p = −i∇·G = −i∇²V. For the second, let p×G act on a function f:

(p×G)f = −i∇×(Gf) = −i(∇×G)f − i(∇f)×G

The curl of a gradient is zero, and −i(∇f)×G = +iG×∇f = −(G×p)f. Thus p×G − G×p = −2G×p, and

[A,[A,V]] = −i[−i∇²V − 2iσ·(G×p)] = −∇²V − 2σ·(∇V×p)

Changing the sign and dividing by 8c² gives the Pauli Hamiltonian:

H = p²/2 + V − p⁴/(8c²) + ∇²V/(8c²) + σ·(∇V×p)/(4c²)  (8)

The fourth term is the Darwin term. One way to read it is to average V over a small isotropic displacement d, which changes V by ⟨d²⟩∇²V/6. The Darwin term has this form with ⟨d²⟩ = 3/(4c²), a length of about 1/c. In this representation the electron responds to V as if slightly smeared out.

The last term is the spin-orbit term. In a central potential ∇V = V′r/r, where r/r is the radial unit vector, so ∇V×p = (V′/r)L. With σ = 2S,

H_so = [V′/(2c²r)] L·S,  L·S = ½[j(j+1) − l(l+1) − 3/4]

This gives 0 for s1/2, ½(3/4 − 2 − 3/4) = −1 for p1/2, and ½(15/4 − 2 − 3/4) = 1/2 for p3/2. For an attractive potential with V′ > 0, the spin-orbit term by itself lowers p1/2 and raises p3/2. The total shift of a level also contains the other two corrections, and in the examples below the 2p3/2 level ends up below its Schrödinger energy.

The three corrections are used as a first-order perturbation. In a central field they conserve l, j and the projection of J, so within a degenerate level each state labelled by these numbers can be treated separately.

Numerical test: in the exponential well, first-order Pauli energies were compared with Dirac energies. This potential is bounded but has a cusp at r = 0, where ∇²V diverges as 1/r, which is integrable. For 2p1/2 the Dirac shift from the Schrödinger energy is −2.4175 × 10⁻³ hartree, and the Pauli energy misses it by 6.8 × 10⁻⁷ hartree, or 0.03% of the shift. Doubling c reduces the error by a factor of 16.00. The factors for 1s1/2 and 2p3/2 are both 16.0. The neglected terms are thus of order c⁻⁴ here.

**7. A harder limit: the point nucleus**

For V = −Z/r the assumption of a bounded potential fails. The Laplacian is ∇²V = 4πZδ(r), and the Darwin energy becomes πZ|φ₀(0)|²/(2c²). Whether this survives the singularity can be checked on the 1s state, φ₀ = √(Z³/π) e^(−Zr), from the form (7), which involves finite integrals only.

The radial density 4Z³r²e^(−2Zr) gives ⟨1/r⟩ = Z and ⟨1/r²⟩ = 2Z². Also |∇φ₀|² = Z²φ₀², and p²φ₀ = 2(E₀ − V)φ₀ = (2Z/r − Z²)φ₀. Therefore

⟨σ·p V σ·p⟩ = −Z · Z²⟨1/r⟩ = −Z⁴

⟨p²φ₀|Vφ₀⟩ = −2Z²⟨1/r²⟩ + Z³⟨1/r⟩ = −3Z⁴

The bracket in (7) contributes [2(−Z⁴) − 2(−3Z⁴)]/(8c²) = Z⁴/(2c²). The contact formula gives πZ(Z³/π)/(2c²), the same value.

The mass-velocity energy needs

⟨p⁴⟩ = ⟨p²φ₀|p²φ₀⟩ = 4Z²(2Z²) − 4Z³(Z) + Z⁴ = 5Z⁴

The 1s shift is therefore −5Z⁴/(8c²) + Z⁴/(2c²) = −Z⁴/(8c²).

The Dirac equation itself can be solved for this state. Let s be a constant spinor, n = r/r the radial unit vector, and try

φ = f s,  χ = ik σ·n f s,  f = r^(γ−1) e^(−Zr)

Here f′ = [(γ−1)/r − Z]f. Using σ·∇f = σ·n f′ and σ·∇(σ·n f) = f′ + 2f/r, equations (2) and (1) become

−c[(γ−1)/r − Z] = k(2c² + E + Z/r)

ck[(γ+1)/r − Z] = E + Z/r

Matching the 1/r terms gives c(1−γ) = kZ and ck(1+γ) = Z. Together these require γ² = 1 − Z²/c². The constant term of the second equation gives E = −ckZ = −Z²/(1+γ) = −c²(1−γ). The constant term of the first, cZ = k(2c² + E) = kc²(1+γ), is then satisfied too. So

E = c²[√(1 − Z²/c²) − 1] = −Z²/2 − Z⁴/(8c²) − Z⁶/(16c⁴) − …  (9)

The Pauli result is correct to its order for 1s, despite the singularity. The weight of the small component is k²/(1+k²). Since k² = (1−γ)/(1+γ), this equals (1−γ)/2.

**8. One-electron arsenic, As³²⁺**

Take Z = 33, with a fixed point nucleus and no radiative corrections. The numbers below belong to this model, not to the real ion. For 1s, nuclear size and nuclear motion each change the energy by roughly 0.004 to 0.005 hartree. The radiative shift has the scale Z⁴/(πc³) = 0.15 hartree, comparable to the Dirac–Pauli difference found below. Then 2c² = 37557.7 and 8c² = 150231.

For 1s the Schrödinger energy is −33²/2 = −544.5 hartree. The corrections are

mass-velocity: −5929605/150231 = −39.470 hartree

Darwin: π · 33 · 11439.10/37557.7 = 31.576 hartree

Their sum is −7.894 hartree, the remainder of two much larger terms of opposite sign. Leaving out either one would spoil the result. The Pauli energy is −552.394 hartree and the Dirac energy −552.632 hartree. The difference, −0.238 hartree, is 3% of the Pauli shift. Most of it is the next term of (9), −Z⁶/(16c⁴) = −0.229 hartree.

For 2p the radial density is Z⁵r⁴e^(−Zr)/24, which gives ⟨1/r⟩ = Z/4, ⟨1/r²⟩ = Z²/12 and ⟨1/r³⟩ = Z³/24 = 1497.375 bohr⁻³. With p²φ₀ = (2Z/r − Z²/4)φ₀,

⟨p⁴⟩ = 4Z²(Z²/12) − Z³(Z/4) + Z⁴/16 = 7Z⁴/48 = 172947

so the mass-velocity energy is −172947/150231 = −1.151 hartree. The Darwin energy is zero because φ₀ vanishes at the nucleus. Since V′ = Z/r², the spin-orbit energy is

L·S · 33 · 1497.375/37557.7 = L·S · 1.3157 hartree

This is −1.316 hartree for 2p1/2 and +0.658 hartree for 2p3/2. The results for n = 2, all starting from −136.125 hartree, are:

2s1/2: Pauli −138.592, Dirac −138.670 hartree

2p1/2: Pauli −138.592, Dirac −138.670 hartree

2p3/2: Pauli −136.618, Dirac −136.622 hartree

The 2p splitting is (3/2) · 1.3157 = 1.9735 hartree (53.7 eV) in the Pauli treatment and 2.048 hartree in the Dirac treatment, so the Pauli value is 3.6% below the Dirac value.

The states 2s1/2 and 2p1/2 coincide although their corrections differ in kind: −6.414 + 3.947 hartree from mass-velocity and Darwin for 2s, and −1.151 − 1.316 hartree from mass-velocity and spin-orbit for 2p1/2. Both sums are −2.467 hartree. The Dirac energies of the two states agree as well, to all printed digits. In the real ion, radiative corrections and the finite nuclear size lift this degeneracy.

**9. Where the reduction stops working**

The estimate ⟨p²⟩/(4c²) for the small-component weight of 1s is 1089/75115 = 0.01450, against 0.01471 from the Dirac solution. For this average the leading term is only 1.5% too low. The full series (4) does not behave as well. Since |∇φ₀|² is finite at the nucleus, the average of [(E − V)/(2c²)]³ with this weight already diverges, like ∫dr/r at small r. With the exact large component, φ ∝ r^(γ−1) near the nucleus, matters are worse. Then |∇φ|² ∝ r^(2γ−4), so even the first power of (E − V)/(2c²) has a divergent average, like ∫r^(2γ−3)dr. Also p²φ ∝ r^(γ−3), so the function ψ of (6) built from the exact φ cannot be normalized. The trouble comes from the region close to the nucleus. The ratio (E − V)/(2c²) reaches 1 at

r = Z/(2c² − E) = 33/(37557.7 + 544.5) = 8.66 × 10⁻⁴ bohr

and inside this radius the series (4) diverges. The Schrödinger 1s density 4Z³r²e^(−2Zr) places a probability of only 3.0 × 10⁻⁵ there. This small number does not by itself prove that the energy is accurate; the comparison with (9) does that for 1s.

A second restriction concerns the use of (8). Take a trial function proportional to e^(−ar²). Its momentum distribution is Gaussian with variance a along each axis, so ⟨p²⟩ = 3a and ⟨p⁴⟩ = 15a². As a grows, the kinetic energy rises as a, the attraction to the nucleus deepens as √a, and the Darwin energy, proportional to the density at the nucleus, rises as a^(3/2). The mass-velocity energy −15a²/(8c²) outruns them all. For As³²⁺ the trial energy is −8.2 × 10⁵ hartree at a = 10⁵ bohr⁻² and −9.7 × 10⁷ hartree at a = 10⁶ bohr⁻². The operator has no lowest energy, and minimizing over ever tighter functions leads to collapse. The c⁻² terms are therefore used here only in first-order perturbation theory on Schrödinger states, which is how every Pauli energy in sections 6 and 8 was obtained.

Computed results

```
speed of light c = 137.035999 a.u.
nuclear charge Z = 33 (As, one electron)
1s <p^2> = 1089.0000 a.u.
1s <p^4> = 5929605.00 a.u.
1s density at nucleus = 11439.1024 bohr^-3
2p <p^4> = 172946.81 a.u.
2p <1/r^3> = 1497.3750 bohr^-3
1s1/2 Schrodinger energy = -544.50000 hartree
1s1/2 mass-velocity = -39.46994 hartree
1s1/2 Darwin = 31.57595 hartree
1s1/2 spin-orbit = 0.00000 hartree
1s1/2 Pauli energy = -552.39399 hartree
1s1/2 Dirac energy = -552.63152 hartree
1s1/2 Dirac minus Pauli = -0.23754 hartree
2s1/2 Schrodinger energy = -136.12500 hartree
2s1/2 mass-velocity = -6.41386 hartree
2s1/2 Darwin = 3.94699 hartree
2s1/2 spin-orbit = 0.00000 hartree
2s1/2 Pauli energy = -138.59187 hartree
2s1/2 Dirac energy = -138.66988 hartree
2s1/2 Dirac minus Pauli = -0.07800 hartree
2p1/2 Schrodinger energy = -136.12500 hartree
2p1/2 mass-velocity = -1.15121 hartree
2p1/2 Darwin = 0.00000 hartree
2p1/2 spin-orbit = -1.31566 hartree
2p1/2 Pauli energy = -138.59187 hartree
2p1/2 Dirac energy = -138.66988 hartree
2p1/2 Dirac minus Pauli = -0.07800 hartree
2p3/2 Schrodinger energy = -136.12500 hartree
2p3/2 mass-velocity = -1.15121 hartree
2p3/2 Darwin = 0.00000 hartree
2p3/2 spin-orbit = 0.65783 hartree
2p3/2 Pauli energy = -136.61837 hartree
2p3/2 Dirac energy = -136.62198 hartree
2p3/2 Dirac minus Pauli = -0.00361 hartree
2p splitting, Pauli = 1.97350 hartree
2p splitting, Pauli = 53.702 eV
2p splitting, Dirac = 2.04789 hartree
1s small-component weight, <p^2>/(4c^2) = 0.014498
1s small-component weight, Dirac = 0.014714
radius where (E-V)/(2c^2) = 1: 8.6609e-04 bohr
1s probability inside it = 2.982e-05
Gaussian exponent 1e+05 bohr^-2: Pauli -8.2078e+05 hartree
Gaussian exponent 1e+06 bohr^-2: Pauli -9.6997e+07 hartree
well depth = 40.0 hartree, range = 1 bohr
well 1s1/2 Dirac shift = -3.4401e-04 hartree
well 1s1/2 Pauli error = 1.586e-08 hartree, c/2c ratio 16.01
well 2p1/2 Dirac shift = -2.4175e-03 hartree
well 2p1/2 Pauli error = 6.823e-07 hartree, c/2c ratio 16.00
well 2p3/2 Dirac shift = -7.8674e-04 hartree
well 2p3/2 Pauli error = 3.528e-08 hartree, c/2c ratio 16.00
well 1s norm defect, phi = 1.383e-04, c/2c ratio 4.00
well 1s norm defect, psi = 2.748e-08, c/2c ratio 16.00
well 1s-2s overlap, phi = 1.090e-04, c/2c ratio 4.00
well 1s-2s overlap, psi = 7.616e-08, c/2c ratio 16.00
```
